\section*{BFGS, the Curvature Condition, and Bofill's Hessian Update for Saddle Searches}

\section{What dimension and symmetry leave open}

A quasi-Newton search carries a symmetric matrix $B$ that approximates the Hessian of the energy. A step $s\neq0$ changes the gradient $g$ by $y=g_+-g$. The new matrix $B_+=B+\Delta$ must reproduce this change, so that
\begin{equation}
B_+s=y,\qquad\text{or}\qquad \Delta s=r,\quad r=y-Bs .
\label{secant}
\end{equation}
This is the secant condition, and $r$ is the error of the old matrix on the new step. All coordinates are Cartesian lengths, so $B$ is a force constant.

Suppose that $\Delta$ is built from $r$ and $s$ alone and acts as zero on directions orthogonal to both, about which the step says nothing. Write
\begin{equation}
u=\frac{s}{|s|},\quad e=\frac{r}{|r|},\quad \rho=\frac{|r|}{|s|},\quad c=e^Tu,\quad \sigma=\sqrt{1-c^2}.
\end{equation}
The ratio $\rho$ is the force constant available, and $c$ is the dimensionless rotational invariant. Hence
\begin{equation}
\Delta=\rho\left[\alpha\,uu^T+\beta\,(eu^T+ue^T)+\gamma\,ee^T\right],
\end{equation}
where $\alpha,\beta,\gamma$ depend on $c$. Since $\Delta u=\rho e$,
\begin{equation}
(\alpha+\beta c)\,u+(\beta+\gamma c)\,e=e .
\end{equation}
For $|c|<1$ the vectors $u$ and $e$ are independent, which gives $\beta=1-\gamma c$ and $\alpha=-c(1-\gamma c)$. One function $\gamma(c)$ remains free. If errors of either sign are to be treated alike, $r\to-r$ must give $\Delta\to-\Delta$. This reverses $e$ and $c$, so $\gamma$ must be odd.

The updates of Secs.~\ref{two} and \ref{mix} are choices of $\gamma$. BFGS lies outside this family because it also uses the vector $Bs$ separately.

\section{BFGS and the curvature condition}

Let $H$ be the true Hessian. Integrating it along the step gives $y=\bar As$ with $\bar A=\int_0^1H(x+\tau s)\,d\tau$. The number $s^Ty=s^T\bar As$ therefore measures the average curvature along the step. The curvature condition is $s^Ty>0$.

It is necessary for any positive definite secant update, because (\ref{secant}) gives
\begin{equation}
s^TB_+s=s^Ty .
\end{equation}

For BFGS,
\begin{equation}
B_+=B-\frac{Bss^TB}{s^TBs}+\frac{yy^T}{s^Ty},
\label{bfgs}
\end{equation}
it is also sufficient if $B$ is positive definite. For any $z\neq0$,
\begin{equation}
z^TB_+z=\left[z^TBz-\frac{(z^TBs)^2}{s^TBs}\right]+\frac{(z^Ty)^2}{s^Ty}.
\end{equation}
The Cauchy--Schwarz inequality for $B^{1/2}z$ and $B^{1/2}s$ makes the bracket non-negative, and zero only if $z=ts$. In that case the last term is $t^2s^Ty>0$. If $z$ is not parallel to $s$, the bracket is positive and the last term is not negative. So $z^TB_+z>0$ in both cases.

\section{The formula without the condition}

Formula (\ref{bfgs}) is defined whenever $s^TBs$ and $s^Ty$ are nonzero, also for indefinite $B$. Its effect on the number $n_-$ of negative eigenvalues follows from Sylvester's law, by which a congruence $P^TBP$ with invertible $P$ preserves the signs.

Let $M=B-Bss^TB/(s^TBs)$, so that $Ms=0$. Let the columns of $Z$ span the vectors with $z^TBs=0$. Since $s^TBs\neq0$, $s$ and $Z$ together form a basis, and in it
\begin{equation}
B\to\operatorname{diag}(s^TBs,\;Z^TBZ),\qquad Z^TMZ=Z^TBZ .
\end{equation}
Let the columns of $W$ span the vectors with $w^Ty=0$. Since $s^Ty\neq0$, $s$ and $W$ also form a basis. The cross terms vanish because $w^TB_+s=w^Ty=0$, and
\begin{equation}
B_+\to\operatorname{diag}(s^Ty,\;W^TMW).
\end{equation}
Each $w$ equals some $z$ in the span of $Z$ plus a multiple of $s$, which $M$ annihilates. The map $w\mapsto z$ is invertible, because $w=ts$ with $w^Ty=0$ forces $t=0$. Thus $W^TMW$ and $Z^TBZ$ are congruent, and
\begin{equation}
n_-(B_+)=n_-(B)-[s^TBs<0]+[s^Ty<0],
\label{inertia}
\end{equation}
where a bracket is 1 if its statement holds and 0 otherwise.

For nonsingular $B$ the determinant tells the same story. Factor out $B$ and use $\det(I+UV^T)=\det(I_2+V^TU)$ with
\[
U=\left(-\frac{s}{s^TBs},\ \frac{B^{-1}y}{s^Ty}\right),\qquad V=(Bs,\ y).
\]
Then
\begin{equation}
\frac{\det B_+}{\det B}=
\det\begin{pmatrix}0&1\\[2pt]-\dfrac{s^Ty}{s^TBs}&1+\dfrac{y^TB^{-1}y}{s^Ty}\end{pmatrix}
=\frac{s^Ty}{s^TBs}.
\label{det}
\end{equation}

The bare formula can therefore create a negative eigenvalue when $s^Ty<0$. The statement that BFGS cannot represent a saddle holds for BFGS started positive definite with the curvature condition enforced, for example by skipping updates with $s^Ty\leq0$. Dropping the condition exposes the search to the division by $s^Ty$, which passes through zero between directions of positive and negative curvature.

\section{Why a positive definite matrix fails at a saddle}

The step $s=-B^{-1}g$ with positive definite $B$ has $g^Ts=-g^TB^{-1}g<0$, so it starts downhill. Near a saddle at $x=0$ with nonsingular Hessian $A$, $g\simeq Ax$ and
\begin{equation}
x_+=(I-B^{-1}A)\,x .
\end{equation}
The matrix $B^{-1}A$ is similar to $B^{-1/2}AB^{-1/2}$, which is congruent to $A$ and so has a negative eigenvalue $-\kappa$. The corresponding multiplier is $1+\kappa>1$. For fixed $B$ the saddle repels every start whose expansion in the eigenvectors of $B^{-1}A$, which are in general not orthogonal, contains that eigenvector. Starts without this component can still converge if the multipliers of the components they do contain have magnitude below one. An example is a start on a symmetry line that the unstable mode leaves, provided $B$ shares the symmetry.

A method that reverses the step along a chosen mode is a different case. In one dimension, with $g=-|k|x$ and model curvature $b>0$, the reversed step $+g/b$ gives $x_+=(1-|k|/b)x$, which converges for $|k|<2b$. The uphill sign was then supplied by hand, and $B$ still has the wrong curvature.

\section{Two updates that allow either sign}
\label{two}

\paragraph{Symmetric rank-one (SR1).} Let $\Delta=\kappa ww^T$. Then $\Delta s=\kappa(w^Ts)w=r$ forces $w$ to be parallel to $r$. With $w=r$ one needs $\kappa\,r^Ts=1$, so
\begin{equation}
\Delta_{\rm SR1}=\frac{rr^T}{r^Ts}.
\end{equation}
If $r\neq0$ and $r^Ts=0$, no such correction exists.

\paragraph{Powell.} Take instead the smallest symmetric change, measured by $\frac12\operatorname{tr}\Delta^2$, subject to $\Delta s=r$. With a multiplier vector $\lambda$ the function to be made stationary is $\frac12\operatorname{tr}\Delta^2-\lambda^T(\Delta s-r)$. Symmetric variations see only the symmetric part of $\lambda s^T$, so
\begin{equation}
\Delta=\tfrac12(\lambda s^T+s\lambda^T),\qquad
\tfrac12\left[\lambda\,s^Ts+s\,\lambda^Ts\right]=r .
\end{equation}
Multiplying the second equation by $s^T$ gives $\lambda^Ts=r^Ts/s^Ts$. Hence $\lambda=2r/(s^Ts)-s\,(r^Ts)/(s^Ts)^2$, and
\begin{equation}
\Delta_{\rm P}=\frac{rs^T+sr^T}{s^Ts}-\frac{(r^Ts)\,ss^T}{(s^Ts)^2}.
\end{equation}
The minimum is unique because the objective is strictly convex and the constraint linear.

For $|c|<1$ let $v$ be the unit vector with $e=cu+\sigma v$. In the basis $(u,v)$,
\begin{equation}
\Delta_{\rm SR1}=\rho\begin{pmatrix}c&\sigma\\\sigma&\sigma^2/c\end{pmatrix},\qquad
\Delta_{\rm P}=\rho\begin{pmatrix}c&\sigma\\\sigma&0\end{pmatrix}.
\end{equation}
These are $\gamma=1/c$ and $\gamma=0$. They differ in one entry, the curvature orthogonal to the step, which the secant condition does not determine. SR1 extrapolates into it and diverges as $c\to0$; Powell leaves it alone.

\section{Bofill's weight}
\label{mix}

Any mixture $\Delta=\varphi\Delta_{\rm SR1}+(1-\varphi)\Delta_{\rm P}$ satisfies the secant condition, and its undetermined entry is $\rho\varphi\sigma^2/c$. The weight must come from further requirements:
\begin{enumerate}
\item $\varphi$ is a polynomial in $c$ with $0\leq\varphi\leq1$;
\item the correction stays finite as $c\to0$;
\item $\varphi=1$ at $|c|=1$, where $r$ is parallel to $s$.
\end{enumerate}
The third is a normalization, since the two corrections coincide there. The second requires $\varphi(0)=0$. As $\varphi$ may not become negative, this zero has even order. The lowest degree is two, so $\varphi=\kappa c^2$, and the third requirement gives $\kappa=1$:
\begin{equation}
\varphi=c^2=\frac{(r^Ts)^2}{(r^Tr)(s^Ts)} .
\end{equation}
This is $\gamma=\varphi/c=c$, the simplest nonzero odd polynomial, as the symmetry of the first section demands. The update is
\begin{equation}
B_+=B+\frac{(r^Ts)\,rr^T}{(r^Tr)(s^Ts)}+(1-\varphi)\Delta_{\rm P},
\end{equation}
with no division by $r^Ts$. For $r=0$ no update is needed.

The weight $|c|$ would also keep the correction finite, but its entry $\rho\sigma^2|c|/c$ jumps by $2\rho$ at $c=0$. A negligible change of the step would then change $B_+$ by a finite amount.

\paragraph{Size and signs.} In the basis $(u,v)$ Bofill's correction has entries $\rho c$, $\rho\sigma$ and $\rho c\sigma^2$. Its squared Frobenius norm is
\begin{equation}
\|\Delta\|_F^2=\rho^2(c^2+2\sigma^2+c^2\sigma^4)=\rho^2(2-2c^4+c^6),
\end{equation}
which falls from $2\rho^2$ at $c=0$ to $\rho^2$ at $|c|=1$. For comparison, $\|\Delta_{\rm SR1}\|_F=\rho/|c|$. The determinant in the plane is
\begin{equation}
\rho^2(c^2\sigma^2-\sigma^2)=-\rho^2\sigma^4 .
\end{equation}
For $\sigma\neq0$ the correction thus has one positive and one negative eigenvalue, and can raise one curvature while lowering another. On the $n-1$ dimensions orthogonal to its negative eigenvector, $\Delta$ is non-negative. One update of a positive definite $B$ therefore produces at most one negative eigenvalue. It need not produce any.

\section{How fast the error is forgotten}

Take a quadratic surface in two dimensions with Hessian $A$, and let $E=B-A$. Then $r=-Es$. After one secant update $Eu=0$, so $E=\epsilon vv^T$. Let the next step have direction $u'$ at angle $\theta$ to $u$, with $v'$ orthogonal to $u'$. Then $(v^Tu')^2=\sin^2\theta$ and $(v^Tv')^2=\cos^2\theta$.

The new error also has just a $v'v'$ entry. Powell adds nothing to that entry, so $\epsilon'=\epsilon\cos^2\theta$. For Bofill, $r$ is parallel to $v$, so $c^2=\sin^2\theta$ and $\sigma^2=\cos^2\theta$, while $\rho c=-u'^TEu'=-\epsilon\sin^2\theta$. Adding $\rho c\sigma^2$ gives
\begin{equation}
\epsilon'=\epsilon\cos^2\theta-\epsilon\sin^2\theta\cos^2\theta=\epsilon\cos^4\theta .
\label{memory}
\end{equation}
SR1 adds $\rho\sigma^2/c=\rho c\,\sigma^2/c^2=-\epsilon\cos^2\theta$ and removes the error completely if $\sin\theta\neq0$. Bofill gives up this property for a bounded correction. Parallel steps teach none of them anything new.

\section{Example 1: a saddle seen through positive curvatures}

Let $A=\operatorname{diag}(-40,100)$~N/m, start from $B=100I$~N/m, and step alternately at $60^\circ$ and $120^\circ$ to the first axis. Each step measures the curvature
\begin{equation}
-40\cos^260^\circ+100\sin^260^\circ=-10+75=65\ \text{N/m}.
\end{equation}
The curvature condition holds every time, although the surface is a saddle. The lowest eigenvalues of $B$ in N/m are:

\begin{center}
\begin{tabular}{cccc}
update & BFGS & Powell & Bofill\\
1 & 34.8 & 19.4 & 8.6\\
2 & 16.2 & $-21.3$ & $-36.3$\\
4 & 4.5 & $-38.8$ & $-39.99$\\
8 & 0.48 & $-39.995$ & $-40.00$
\end{tabular}
\end{center}

Bofill's error falls from 78.75 to 4.92~N/m between the first two updates, the factor $\cos^460^\circ=1/16$ of (\ref{memory}). Powell's factor is $1/4$. After one update even Bofill's matrix is still positive definite, so the negative eigenvalue is permitted, not imposed.

BFGS sinks towards zero without crossing it. After an update along $u_1$, $u_1^TBu_1=65$ and $u_1^TBu_2=u_1^TAu_2=10+75=85$~N/m. Positive definiteness then demands $u_2^TBu_2>85^2/65=111$~N/m. By (\ref{det}) the next update multiplies $\det B$ by less than $65/111=0.59$. The same holds with the directions exchanged, so the determinant tends to zero, and with it the lowest eigenvalue, whose square cannot exceed $\det B$ in two dimensions. The data call for a negative curvature, and a nearly singular matrix is the closest that BFGS comes.

\section{Example 2: one start, two destinations}

Consider the model surface
\begin{equation}
V=V_0\left[\frac{x^2}{a^2}-1\right]^2+\frac k2(y-bx)^2,
\end{equation}
where $x,y$ are now coordinates, with $V_0=0.1$~aJ, $a=0.1$~nm, $k=100$~N/m and $b=0.5$. The units aJ, nm, nN and N/m are coherent. The minima lie at $\pm(a,ba)$ and the saddle at the origin, where
\begin{equation}
H=\begin{pmatrix}-4V_0/a^2+kb^2&-kb\\-kb&k\end{pmatrix}
=\begin{pmatrix}-15&-50\\-50&100\end{pmatrix}\text{N/m},
\end{equation}
with eigenvalues $-33.7$ and $118.7$~N/m. Both searches start at $(0.02,0.01)$~nm with $B=100I$~N/m, use $s=-B^{-1}g$, shorten steps longer than 0.04~nm, and stop when $|g|<10^{-9}$~nN; the step counts below refer to this threshold. BFGS skips updates with $s^Ty\leq0$.

\paragraph{First step.} At the start $y=bx$, so the gradient is
\[
g_x=\frac{4V_0x}{a^2}\left(\frac{x^2}{a^2}-1\right)=0.8\times(-0.96)=-0.768\ \text{nN},\qquad g_y=0 .
\]
The step is $(0.00768,0)$~nm, away from the saddle. The new gradient is $(-0.830,-0.384)$~nN, so the gradient change is $(-0.0624,-0.384)$~nN and $s^Ty=-4.79\times10^{-4}$~aJ. BFGS discards this evidence of negative curvature. For Bofill,
\begin{equation}
r=(-0.830,-0.384)\ \text{nN},\qquad
\varphi=\frac{0.830^2}{0.830^2+0.384^2}=0.82 ,
\end{equation}
and the updated matrix has eigenvalues $-30.5$ and $103.4$~N/m. Their nearness to those of the saddle owes much to the chosen start. The step along $x$ fixes the first column at $(-0.0624,-0.384)/0.00768=(-8.1,-50)$~N/m. The remaining $yy$ entry began at the true value 100~N/m only because the initial $B$ was set equal to $k$, and the update lowers it to 81~N/m.

The bare BFGS formula would give $-219.7$ and $3.7$~N/m. The number of negative eigenvalues agrees with (\ref{inertia}), but the term $yy^T/(s^Ty)$ contributes $0.384^2/(-4.79\times10^{-4})=-308$~N/m to the $yy$ entry, where the true curvature is $+100$~N/m.

\paragraph{Second Bofill step.} It leads to $(0.0003,-0.0022)$~nm. The step was not shortened, so $Bs=-g$ and $r=y+g=g_+$: the error vector is the new gradient. It happens to be almost orthogonal to the step, with $\varphi=3.4\times10^{-6}$. For this $B$ and $s$ the SR1 correction would have norm 4582~N/m, while Bofill's has norm 12~N/m. After six steps the search is at the saddle, and $B$ has eigenvalues $-33.7$ and $118.7$~N/m.

\paragraph{The BFGS path.} The first four updates are skipped, so $B$ stays at $100I$ and the search follows the gradient downhill. The curvature condition first holds on the fifth step. After 14 steps the search ends at the minimum $(0.1,0.05)$~nm. The energy difference between the two destinations is the barrier, $0.1$~aJ $=0.624$~eV. The positions, eigenvalues, weights, norms and step counts are in the numerical output; the first-step gradients follow from the formulas above.

\section{Limits of the result}

The second example shows that the update can decide the destination; it does not prove that Bofill searches converge from everywhere. Nor does it single out Bofill's weight. From the same start, searches with pure SR1 or pure Powell updates also reach the saddle in six steps, and applying the large SR1 correction at the second step costs only one extra step. The very small $\varphi$ of that step is peculiar to the start: moving the start by 0.001~nm along one coordinate raises it to between 0.004 and 0.07. The update neither enforces one negative eigenvalue nor selects which saddle is approached. A search must still inspect the eigenvalues of $B$, control the step length, and check the true Hessian at the end.

The weight also depends on the choice of coordinates. Under $x\to Lx$ one has $s\to Ls$ and $r\to L^{-T}r$. The product $r^Ts$ is unchanged, and $\Delta_{\rm SR1}$ transforms as a Hessian should. If $L$ is a multiple of an orthogonal matrix, as for a rotation or a change of length unit, the product $|r||s|$ and hence $\varphi$ are unchanged, and $\Delta_{\rm P}$ also transforms as a Hessian. For other $L$ this product generally changes, $\varphi$ changes with it, and $\Delta_{\rm P}$ does not transform as a Hessian. When lengths and angles are used together, a scale relating them must be chosen before $\varphi$ has a meaning.

\section*{Computed results}
\begin{verbatim}
jump at c=0, |r|=|s|=1: weight c^2 2.8e-06, weight |c| 2.0000
Quadratic: true curvatures -40, 100 N/m
initial B = 100 N/m times unit matrix; step angles 60, 120 degrees in turn
update | sampled curv. | lowest eig BFGS | Powell | Bofill | Bofill error (N/m)
1 | 65.00 | 34.8099 | 19.4029 | 8.5956 | 7.875e+01
2 | 65.00 | 16.1797 | -21.3228 | -36.3416 | 4.922e+00
3 | 65.00 | 8.2762 | -35.1372 | -39.7694 | 3.076e-01
4 | 65.00 | 4.4944 | -38.7732 | -39.9856 | 1.923e-02
5 | 65.00 | 2.5211 | -39.6926 | -39.9991 | 1.202e-03
6 | 65.00 | 1.4396 | -39.9231 | -39.9999 | 7.510e-05
7 | 65.00 | 0.8304 | -39.9808 | -40.0000 | 4.694e-06
8 | 65.00 | 0.4817 | -39.9952 | -40.0000 | 2.934e-07
error ratio per update: Bofill 0.0625, Powell 0.2500
Double well: V0 = 0.1 aJ, a = 0.1 nm, k = 100.0 N/m, b = 0.5
start (0.02, 0.01) nm, B = 100.0 N/m x unit, cap 0.04 nm
saddle Hessian eigenvalues (N/m): [-33.699 118.699]
Bofill: step | x, y (nm) | |g| (nN) | phi | |SR1|, |Bofill| change | low eig (N/m)
1 | 0.027680, 0.010000 | 9.149e-01 | 8.238e-01 | 131.24, 130.59 | -30.543
2 | 0.000310, -0.002162 | 2.537e-01 | 3.418e-06 | 4582.09, 11.98 | -31.035
3 | -0.000077, 0.000298 | 3.632e-02 | 9.470e-01 | 14.99, 14.99 | -31.064
4 | 0.000002, 0.000001 | 8.808e-05 | 1.090e-02 | 2.75, 0.41 | -31.037
5 | -0.000000, -0.000000 | 7.393e-06 | 9.767e-01 | 2.69, 2.69 | -33.699
6 | -0.000000, 0.000000 | 8.945e-12 | 8.047e-04 | 0.00, 0.00 | -33.699
Bofill: 6 steps, energy 0.100000 aJ, final B eigenvalues -33.699, 118.700 N/m
BFGS: step | x, y (nm) | s.y (aJ) | lowest eigenvalue of B (N/m)
1 | 0.027680, 0.010000 | -4.790e-04 | 100.000
2 | 0.035984, 0.013840 | -1.905e-03 | 100.000
3 | 0.046438, 0.017992 | -2.017e-03 | 100.000
4 | 0.058393, 0.023219 | -9.283e-04 | 100.000
5 | 0.070797, 0.029197 | 1.578e-03 | 7.972
6 | 0.105711, 0.048716 | 6.709e-02 | 37.773
7 | 0.096502, 0.049408 | 9.825e-03 | 42.885
BFGS: 14 steps, 4 updates skipped, end (0.100000, 0.050000) nm
BFGS final B eigenvalues (N/m): [ 52.198 152.203]
first bare BFGS update, eigenvalues (N/m): [-219.667    3.697]
first Bofill update, eigenvalues (N/m): [-30.543 103.374]
barrier: 0.100000 aJ = 0.6242 eV
\end{verbatim}
